# Spurious Interface-Trap Density from a Doping Error in the Terman Method

## Question

A metal–oxide–semiconductor capacitor on uniformly doped p-type material has no interface traps. Its high-frequency capacitance–voltage curve is analysed by the Terman method. The analyst uses the correct oxide capacitance but the wrong acceptor density, $N'=rN$ instead of $N$, with $r=1.1$ or $r=0.9$.

Round parameters are chosen in the regime of thermally oxidised silicon: $N=10^{17}\ \mathrm{cm^{-3}}$, a 10 nm oxide, relative permittivities 11.7 and 3.9, gap $E_g=1.12$ eV, intrinsic density $n_i=10^{10}\ \mathrm{cm^{-3}}$ and $T=300$ K. They give $\phi_t=kT/q=25.85$ mV and $C_{ox}=345.3\ \mathrm{nF/cm^2}$.

Assume Boltzmann statistics, full ionisation and a dc sweep slow enough for equilibrium. Electrons follow the dc bias but are immobile at the measuring frequency. Capacitances are per unit area. Primes mark quantities of the analyst's model.

## (a) Static electrostatics

**Find the gate voltage and the static semiconductor capacitance as functions of the surface potential.**

Let $x$ run from the interface into the semiconductor, and let $\psi(x)$ be the potential relative to the neutral bulk, positive towards inversion. Write $u=\psi/\phi_t$ and $a=(n_i/N)^2$. The bulk hole density is $N$ up to a relative correction of order $a=10^{-14}$. The hole and electron densities are $Ne^{-u}$ and $Nae^{u}$, and the fixed charge cancels them at $u=0$, so

$$\rho=qN\left[(e^{-u}-1)-a(e^{u}-1)\right].$$

With the Debye length $L=\sqrt{\varepsilon\phi_t/(qN)}$ and $\xi=x/L$, Poisson's equation $\psi_{xx}=-\rho/\varepsilon$ becomes

$$\frac{d^2u}{d\xi^2}=1-e^{-u}+a(e^{u}-1).$$

Multiply by $du/d\xi$ and integrate from the bulk, where $u$ and its slope vanish. With $F=-du/d\xi$,

$$F^2=2\left[e^{-u}+u-1+a(e^{u}-u-1)\right],$$

where $F$ has the sign of $u$. The surface field is $\phi_tF/L$, so by Gauss's law the gate carries the charge $Q_s=\varepsilon\phi_tF/L$. Counting $V$ from flat band and adding the drops across semiconductor and oxide,

$$V=\psi+\frac{Q_s}{C_{ox}},\qquad C_{lf}=\frac{dQ_s}{d\psi}=\frac{\varepsilon}{L}\frac{dF}{du}.$$

From here on $\psi$ and $u$ denote surface values unless a profile is meant. Differentiating $F^2$ gives

$$F\frac{dF}{du}=1-e^{-u}+a(e^u-1).$$

The last term is the inversion charge. It belongs in $C_{lf}$ because the dc sweep is slow.

## (b) High-frequency capacitance

**Find the semiconductor capacitance $C_s$ seen by the small ac signal, and its form in depletion.**

Let the ac potential be $\phi_t\delta(\xi)$. Only the holes respond, and their density changes by $-Ne^{-u}\delta$. The linearised Poisson equation is therefore

$$\frac{d^2\delta}{d\xi^2}=e^{-u}\delta .$$

The ac gate charge is $\varepsilon$ times the ac surface field, so $C_s=(\varepsilon/L)Y$ with $Y=-\delta^{-1}d\delta/d\xi$ at the surface. Differentiation gives

$$\frac{dY}{d\xi}=-\frac{1}{\delta}\frac{d^2\delta}{d\xi^2}+Y^2=Y^2-e^{-u}.$$

A different surface potential merely cuts the same static profile at another point, so $Y$ is a function of $u$ alone. Dividing by $du/d\xi=-F$,

$$\frac{dY}{du}=\frac{e^{-u}-Y^2}{F}. \tag{1}$$

Where electrons are negligible, the static equation is $d^2u/d\xi^2=1-e^{-u}$. Its derivative shows that $du/d\xi$ obeys the ac equation, and it decays into the bulk as required. Hence $\delta\propto F$, and since $dF/d\xi=-F\,dF/du$,

$$Y=\frac{dF}{du}=\frac{1-e^{-u}}{F}.$$

In this range $C_s=C_{lf}$. In depletion, $e^{-u}\ll1$, this becomes $Y=1/\sqrt{2(u-1)}$, or

$$C_s=\frac{\varepsilon}{W},\qquad W=\sqrt{\frac{2\varepsilon(\psi-\phi_t)}{qN}}. \tag{2}$$

The subtraction of $\phi_t$ comes from the gradual tail of holes at the depletion edge. The measured capacitance follows from $1/C=1/C_{ox}+1/C_s$.

## (c) What the Terman analysis returns

**Express the false trap density through the two sets of capacitances.**

Traps are assumed too slow for the ac signal but able to follow the dc bias. If $\psi$ rises by $d\psi$, traps of density $D$ per area and energy take up the charge $-qD\,d\psi$, with $D$ in $\mathrm{cm^{-2}\,eV^{-1}}$ and $\psi$ in volts. The gate must supply the opposite charge, which costs an extra voltage $qD\,d\psi/C_{ox}$. The method therefore has three steps:

1. Remove $C_{ox}$ from the measured $C$ to obtain $C_s$.
2. Find the potential $\psi'$ for which the model has the same capacitance, $C_s'(\psi')=C_s(\psi)$.
3. Form $\Delta V=V-V'(\psi')$ and take $qD=C_{ox}\,d\Delta V/d\psi'$.

Here the measured voltage is $V=\psi+Q_s(\psi)/C_{ox}$ and the model voltage is $V'=\psi'+Q_s'(\psi')/C_{ox}$. The chain rule gives

$$qD=\frac{d\psi}{d\psi'}\left[C_{ox}+C_{lf}(\psi)\right]-\left[C_{ox}+C'_{lf}(\psi')\right]. \tag{3}$$

Differentiating the matching condition supplies the remaining factor,

$$\frac{d\psi}{d\psi'}=\frac{dC_s'/d\psi'}{dC_s/d\psi}.$$

With $r=1$ the two potentials coincide and $D=0$. A constant error in the flat-band voltage drops out on differentiation.

The density is assigned to the energy at which the model places the surface Fermi level. With the intrinsic level at midgap,

$$E-E_v=\frac{E_g}{2}+q(\psi'-\phi_F'),\qquad \phi_F'=\phi_t\ln\frac{N'}{n_i}.$$

## (d) Depletion and the midgap value

**Evaluate the false density in depletion, and give its midgap value for both errors.**

Equal capacitance means equal width. Equation (2), written for both dopings, gives

$$\frac{\psi-\phi_t}{N}=\frac{\psi'-\phi_t}{rN}
\quad\Rightarrow\quad \psi'-\phi_t=r(\psi-\phi_t),\qquad \frac{d\psi}{d\psi'}=\frac1r .$$

With electrons negligible, both static capacitances in (3) equal the common $C_s$. The two brackets are then the same, and

$$\boxed{D=\left(\frac1r-1\right)\frac{C_{ox}+C_s}{q}} \tag{4}$$

The $C_{ox}$ part comes from the wrongly scaled potential. The $C_s$ part comes from the wrong depletion charge at a given width.

For $r=1.1$, midgap means $\psi'=\phi_F'=0.4191$ V. The model width there is 68.00 nm and $C_s=152.4\ \mathrm{nF/cm^2}$, so the measured capacitance at this point is $105.7\ \mathrm{nF/cm^2}$. The true surface potential is

$$\psi=0.0259+\frac{0.4191-0.0259}{1.1}=0.3834\ \mathrm{V}.$$

The measured voltage is 0.6989 V and the model voltage 0.7662 V, a shift of $-0.0673$ V. What counts is the slope of this shift, and (4) gives

$$D=-0.0909\times\frac{(345.3+152.4)\times10^{-9}}{1.602\times10^{-19}}
=-2.82\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}.$$

For $r=0.9$, midgap lies at $\psi'=0.4140$ V with $C_s=138.7\ \mathrm{nF/cm^2}$, and

$$D=0.1111\times\frac{(345.3+138.7)\times10^{-9}}{1.602\times10^{-19}}
=+3.36\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}.$$

Numerical differentiation of the generated curves gives the same values to three digits. The magnitudes differ mainly because $1/r-1$ is not antisymmetric about $r=1$. Doping taken too low imitates a poor interface. Doping taken too high gives a negative density, which no set of traps can have.

## (e) Flat band and accumulation

**Find how (4) changes towards the valence band, to first order in $\eta=r-1$.**

Electrons are still negligible, so $Y(u)$ is the same function for both dopings, while $L'=L/\sqrt r$. The matching condition is $\sqrt r\,Y(u')=Y(u)$. Its logarithm, expanded to first order, reads

$$\frac{\eta}{2}+\frac{d\ln Y}{du}(u'-u)=0 .$$

Solving for $u'$ and differentiating,

$$\frac{du'}{du}=1+\eta s,\qquad s(u)=-\frac12\frac{d}{du}\left(\frac{d\ln Y}{du}\right)^{-1}.$$

Thus $d\psi/d\psi'=1-\eta s$. The static capacitances in (3) are again equal, and

$$qD=-\eta\,s\,(C_{ox}+C_s).$$

In depletion $d\ln Y/du=-1/[2(u-1)]$, which gives $s=1$ and recovers (4) to this order.

Near flat band, expansion of the exponential gives $F^2=u^2(1-u/3+u^2/12+\dots)$. The square root is $F=u-u^2/6+u^3/36+\dots$, so

$$Y=1-\frac u3+\frac{u^2}{12}+\dots,\qquad \ln Y=-\frac u3+\frac{u^2}{36}+\dots$$

The reciprocal of $d\ln Y/du=-\tfrac13(1-u/6)$ is $-3(1+u/6)$ to first order in $u$. Its derivative is $-\tfrac12$, and therefore $s(0)=\tfrac14$.

In strong accumulation $e^{-u}$ is large. From $Y=(1-e^{-u})/F$,

$$\frac{d\ln Y}{du}=\frac{e^{-u}}{1-e^{-u}}-\frac{1-e^{-u}}{F^2}\simeq-\frac12-\left(1+\frac u2\right)e^{u},$$

which leads to $s\simeq-(3+u)e^{u}$. Although $C_s$ grows as $e^{-u/2}$, the product $sC_s$ still tends to zero. In this limit a doping error only shifts $\psi'$ by a constant, and a constant shift produces no apparent traps.

For $r=1.1$ the flat-band capacitance of the model is $801.3\sqrt{1.1}=840\ \mathrm{nF/cm^2}$. Using the finite factor $1/r-1$ in place of $-\eta$, the estimate is

$$D\simeq-\frac{0.0909}{4}\times\frac{(345+840)\times10^{-9}}{1.602\times10^{-19}}
=-1.68\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}.$$

The full analysis gives $-1.69\times10^{11}$, at $E-E_v=0.141$ eV. For $r=0.9$ it gives $+1.90\times10^{11}$, at 0.146 eV. The error is not reduced to a quarter of its midgap value, because $C_s$ is much larger at flat band.

## (f) The whole gap and the approach to inversion

**Describe the false density across the gap and explain its behaviour near the conduction band.**

The table gives the result of the full analysis and of law (4), in units of $10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}$.

| $E-E_v$ (eV) | $r=1.1$ | law | $r=0.9$ | law |
|---:|---:|---:|---:|---:|
| 0.05 | −0.97 | – | 1.01 | – |
| 0.20 | −2.39 | – | 2.71 | – |
| 0.30 | −3.12 | −3.44 | 3.72 | 4.07 |
| 0.40 | −3.06 | −3.08 | 3.63 | 3.65 |
| 0.56 | −2.82 | −2.82 | 3.36 | 3.36 |
| 0.70 | −2.70 | −2.70 | 3.22 | 3.22 |
| 0.80 | −2.65 | −2.64 | 3.26 | 3.15 |
| 0.90 | −2.91 | −2.59 | 10.7 | 3.10 |
| 0.95 | −4.69 | −2.57 | 74.5 | 3.07 |

From 0.4 to 0.7 eV the magnitude falls slowly, since the depletion layer widens and $C_s$ decreases. Above 0.8 eV the law fails, and much sooner for $r=0.9$. The reason is that the real device and the model invert at different points of the comparison.

Take $r=0.9$ at 0.95 eV, where $\psi'=0.804$ V. The depletion relation gives $\psi\simeq0.0259+0.778/0.9=0.890$ V. This exceeds $2\phi_F=0.833$ V, so the real surface holds about $e^{0.057/0.0259}\simeq9$ times more electrons than the bulk holds holes. From part (a), with $u\simeq34.4$,

$$F\simeq\sqrt{2(33.4+9)}\simeq9.2 .$$

The electrons add about $801\times9/9.2\simeq780\ \mathrm{nF/cm^2}$ to $C_{lf}(\psi)$. Multiplied by $1/r$ and divided by $q$, this is about $5\times10^{12}\ \mathrm{cm^{-2}\,eV^{-1}}$, most of the tabulated value. The analysis mistakes inversion charge for trapped charge. The true $\psi$ is in fact somewhat larger than estimated, because inversion flattens the high-frequency curve.

For $r=1.1$ the order is reversed. The model inverts first and expects a charge that the device does not yet have, so $D$ becomes more negative. At 1.05 eV it reaches $-8.4\times10^{12}\ \mathrm{cm^{-2}\,eV^{-1}}$.

The end of the curve follows from (1). In inversion $e^{-u}$ is negligible, so

$$\frac{d}{du}\left(\frac1Y\right)=\frac1F .$$

Since $F$ grows exponentially, $1/Y$ converges and the capacitance saturates. The saturated total is $74.0\ \mathrm{nF/cm^2}$ for the true doping, 76.7 for $r=1.1$ and 71.2 for $r=0.9$. Two different failures result.

- For $r=1.1$ the measured curve falls below everything the model can produce. With Boltzmann statistics no $\psi'$ exists above $V=1.42$ V.
- For $r=0.9$ the whole saturated branch is assigned to potentials below a finite limit, which lies at $E-E_v=1.015$ eV with Boltzmann statistics. The true slope $dC_s/d\psi$ tends to zero while the model slope stays finite, so $d\psi/d\psi'$ and $D$ diverge. At $V=4$ V the apparent density in this Boltzmann model is already $7.6\times10^{14}\ \mathrm{cm^{-2}\,eV^{-1}}$.

A density that rises steeply towards the minority-carrier band is therefore not by itself evidence of traps.

## (g) Real traps, required accuracy and oxide thickness

**Add a uniform true density $D_0$. Then find the doping accuracy needed for an error of $10^{10}\ \mathrm{cm^{-2}\,eV^{-1}}$ at midgap, and the effect of doubling the oxide thickness.**

The traps add $qD_0\psi/C_{ox}$ to the measured voltage, up to a constant. By the rule of part (c) the apparent density becomes

$$D_{app}=D+D_0\frac{d\psi}{d\psi'}=D+\frac{D_0}{r},$$

where the last form holds in depletion. For $D_0=10^{11}$ and $r=1.1$, the midgap value is $(-2.82+0.91)\times10^{11}=-1.91\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}$. The apparent density stays negative until $D_0$ exceeds $(r-1)(C_{ox}+C_s)/q=3.1\times10^{11}$. A positive result thus does not show that the doping is right.

For a small error, $|D|\simeq|\eta|(C_{ox}+C_s)/q$. At the true midgap point

$$C_s=\frac{801.3}{\sqrt{2(0.4167/0.02585-1)}}\simeq146\ \mathrm{nF/cm^2},$$

$$|\eta|=\frac{10^{10}\times1.602\times10^{-19}}{(345+146)\times10^{-9}}=0.33\%.$$

With a 20 nm oxide, $C_{ox}$ is halved but $C_s$ at the same $\psi'$ is unchanged. For $r=1.1$ and the same doping, the midgap error is

$$D=-0.0909\times\frac{(172.7+152.4)\times10^{-9}}{1.602\times10^{-19}}
=-1.84\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}.$$

A thicker oxide helps, but the $C_s$ term sets a floor of about $-0.86\times10^{11}$ however thick it is.

## (h) Comparison with a real capacitor

**State what the result means for an oxidised silicon capacitor, and which assumptions matter most.**

A well-annealed interface has a midgap trap density of roughly $10^{10}\ \mathrm{cm^{-2}\,eV^{-1}}$, so a ten percent doping error would hide it under a false signal some thirty times larger. Real devices also break the assumption of uniform doping, since oxidation and annealing redistribute dopants. If $N(x)$ varies slowly over a Debye length, moving the depletion edge by $dW$ changes the charge by $dQ_s=qN(W)\,dW$ and the potential by $d\psi=qN(W)W\,dW/\varepsilon$. The analyst, assuming uniform $N'$, infers $d\psi'=qN'W\,dW/\varepsilon$. Hence $d\psi/d\psi'=N(W)/N'$, and (3) gives

$$qD=\left[\frac{N(W)}{N'}-1\right](C_{ox}+C_s).$$

To this approximation it is the local doping at the depletion edge, $W=\varepsilon/C_s$, that counts. The holes smear the profile over a few Debye lengths, so the formula loses accuracy for steep profiles. Near midgap, with $N'$ equal to the bulk doping of $10^{17}\ \mathrm{cm^{-3}}$, a surface deficit of 30% decaying exponentially over 100 nm or 50 nm gives a false density whose magnitude the formula underestimates by 2% or 7%. For a deficit of 50% decaying over 20 nm the underestimate is about 30%. At the midgap point of part (d), each one percent of $N'$ by which the two differ contributes $3.1\times10^{10}\ \mathrm{cm^{-2}\,eV^{-1}}$.

Other neglected effects matter mainly at the ends of the gap:

- **Ionisation.** For a rough acceptor level of 0.045 eV, about 8% of the acceptors in the neutral bulk are not ionised. If their ionisation follows both the dc bias and the ac signal, analysing such a device as fully ionised gives a false density of about $0.7\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}$ at flat band even for $r=1$, and about $2.8\times10^{11}$ at $E-E_v=0.05$ eV. In the depleted region the holes are gone and the acceptors ionise, so the effect is below $10^{9}\ \mathrm{cm^{-2}\,eV^{-1}}$ from 0.3 eV to midgap.
- **Accumulation.** At $V=-2$ V the classical model already puts the total capacitance 2.7% below $C_{ox}$. Quantum confinement keeps the holes away from the interface, by about 2 nm in a rough triangular-well estimate, and increases this loss. An oxide capacitance read directly from accumulation would then be too small. Fermi statistics change the hole density by about 5% at $E-E_v=0.05$ eV.
- **Inversion.** If electrons may move within their layer during the ac cycle, with their number fixed, the total capacitance changes by 0.02% at $\psi=2\phi_F$ and by 1.7% at $V=4$ V. The latter is nearly half of the 3.6% difference between the saturated values for $r=1.1$ and $r=1$. Doping read from the saturated capacitance with the wrong ac model could thus be wrong by about 5%. If the electrons move in this way in both device and model, the Boltzmann high-frequency curve has a very shallow minimum near $V=2.5$ V. For $r=0.9$ the apparent density then diverges at that minimum, near $E-E_v=0.97$ eV. At higher bias it is negative, and the assigned energy falls again. Boltzmann statistics also fail at $V=4$ V, where the surface Fermi level lies about 0.06 eV above the conduction band edge (0.04 eV in the Boltzmann solution). With immobile electrons, Fermi statistics make the saturation more gradual, and they lower the apparent density for $r=0.9$ at that voltage by about a third, to $4.9\times10^{14}\ \mathrm{cm^{-2}\,eV^{-1}}$. For parabolic bands the limits of part (f) move formally from 1.42 to about 1.9 V and from 1.015 to about 1.07 eV, but these values are approached only at unphysically large band bending. If the curves are followed until the surface Fermi level lies 0.26 eV above the conduction band edge, the corresponding values are only 1.46 V and 1.03 eV.
- **Oxide.** The field at $V=4$ V is 3.0 MV/cm, below the rough breakdown field of 10 MV/cm. The oxide drop of 2.98 V lies just below the rough 3.1 eV barrier, at the border between direct and Fowler–Nordheim tunnelling. Either estimate gives about $10^{-28}\ \mathrm{A/cm^2}$ for an ideal oxide, which is negligible.

The midgap error is thus well determined within this model, while the steep rise near the conduction band and its limiting energy depend on how the inversion layer responds. The numerical output below lists the main values.

## Table of computed values

```
Inputs: N = 1.0e+17 cm^-3, oxide = 10.0 nm, T = 300 K
Gap = 1.12 eV, ni = 1.0e+10 cm^-3, permittivities 11.7, 3.9
Thermal voltage = 25.852 mV
Oxide capacitance = 345.31 nF/cm^2
Debye length (true doping) = 12.929 nm
Flat-band Cs (true doping) = 801.3 nF/cm^2
r = 1.0: phiF = 0.4167 V, saturated C = 74.02 nF/cm^2
r = 1.1: phiF = 0.4191 V, saturated C = 76.67 nF/cm^2
r = 0.9: phiF = 0.4140 V, saturated C = 71.17 nF/cm^2
Sweep -2.0 to 4.0 V: psi from -0.1595 to 1.0166 V
Midgap point followed through the analysis:
 r=1.1: Cs = 152.35, C = 105.71 nF/cm^2, width = 68.00 nm
   psi true 0.3834 V, assigned 0.4191 V
   V measured 0.6989 V, V model 0.7662 V, shift -0.0673 V
   D = -2.8236e+11, law -2.8238e+11 cm^-2 eV^-1
 r=0.9: Cs = 138.72, C = 98.97 nF/cm^2, width = 74.68 nm
   psi true 0.4571 V, assigned 0.4140 V
   V measured 0.8036 V, V model 0.7258 V, shift 0.0778 V
   D = 3.3567e+11, law 3.3568e+11 cm^-2 eV^-1
E-Ev (eV) | D, law for r=1.1 | D, law for r=0.9 (1e11 cm^-2 eV^-1)
 0.05 | -0.969, - | 1.011, -
 0.20 | -2.385, - | 2.713, -
 0.30 | -3.117, -3.444 | 3.717, 4.069
 0.40 | -3.057, -3.082 | 3.630, 3.650
 0.56 | -2.824, -2.824 | 3.357, 3.357
 0.70 | -2.702, -2.702 | 3.221, 3.219
 0.80 | -2.647, -2.641 | 3.258, 3.151
 0.90 | -2.905, -2.592 | 10.684, 3.097
 0.95 | -4.685, -2.572 | 74.492, 3.074
Flat band r=1.1: E-Ev = 0.1409 eV, D = -1.694e+11 cm^-2 eV^-1
Flat band r=0.9: E-Ev = 0.1460 eV, D = 1.902e+11 cm^-2 eV^-1
Small-error factor: flat band 0.2500, psi=-5kT/q 0.0164
r=1.1 at E-Ev = 1.05 eV: D = -8.383e+12 cm^-2 eV^-1
r=1.1: no model solution above V = 1.419 V
r=0.9: limiting energy E-Ev = 1.0152 eV
r=0.9 at sweep end: E-Ev = 1.0067 eV, D = 7.555e+14 cm^-2 eV^-1
20 nm oxide, r=1.1, midgap: D = -1.844e+11 cm^-2 eV^-1
Planted 1.0e+11, r=1.1, midgap: seen -1.914e+11 cm^-2 eV^-1
Doping error giving 1e10 cm^-2 eV^-1 at midgap = 0.326 %
Correct doping, largest numerical residue = 4.9e+00 cm^-2 eV^-1
Minority rearrangement: C changes 0.022 % at psi=2phiF, 1.679 % at sweep end
Fermi correction to hole density: 0.14 % at flat band, 5.1 % at E-Ev=0.05 eV
Un-ionised acceptors in neutral bulk (rough level 0.045 eV) = 7.6 %
Accumulation centroid at -2.0 V = 2.01 nm, equal to 6.7 % of the oxide
Oxide field at sweep end = 2.98 MV/cm
Fowler-Nordheim current there: log10(J in A/cm^2) = -28.2
```
